**Bend resistance of a ballistic lattice cross**

The program computes $R_B=(V_4-V_3)/I$ for current entering at the west contact 1 and leaving at the north contact 2, with contacts 3 and 4 east and south. With $F$ and $S$ the straight and side transmissions and $G_0=2e^2/h$, the result is $R_B=(S-F)/[4G_0S(F+S)]$, negative when $F>S$. The program asserts that the mode calculation agrees with a real-space inversion for a small cross, conserves flux in the worked example, and reproduces the one-site-wide result. It also asserts the resistance formulas against a numerical solution of the contact equations, and the reservoir heats against an energy integral. Random transmission matrices test positive dissipation and the bound on probe voltages; ray tracing, wide crosses and a resistor network test the ray limit and the ohmic contrast. For arms 100 sites wide at $E=-3.4t$, where $t$ is the hopping energy, the output gives $R_B\approx-65\ \Omega$, a two-terminal resistance of about $806\ \Omega$, and a dissipation of 80.6 fW at 10 nA. For arms 120 sites wide, the averaged bend resistance is negative at $-3.4t$ and $-3.0t$, nearly zero at $-2t$, and positive at $-1.2t$ and $-0.4t$.

## Check in Python

```python
# Result under test: the bend resistance R_B = (V4-V3)/I of a ballistic lattice
# cross is (S-F)/(4 G0 S (F+S)); it is negative when F > S, although the total
# dissipation is positive.  Contacts 1,2,3,4 = west, north, east, south; current
# enters at 1 and leaves at 2.  F, S = straight and side transmission summed over
# modes, G0 = 2e^2/h.  Energies are in units of the hopping t (band -4t to 4t),
# W = arm width in sites, N = number of open modes per arm.
import itertools
import numpy as np
from scipy.constants import e, h
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

G0 = 2 * e**2 / h


def cross_probabilities(W, E):
    """4x4 mode-summed probabilities (diagonal = reflection) and N."""
    theta = np.pi * np.arange(1, W + 1) / (W + 1)
    eps = -2 * np.cos(theta)
    norm = np.sqrt(2 / (W + 1))
    first, last = norm * np.sin(theta), norm * np.sin(W * theta)
    A = 1 / (E - eps[:, None] - eps[None, :])
    edge = [first, last, last, first]
    g = np.zeros((4 * W, 4 * W), complex)
    for i in range(4):
        for j in range(4):
            if (i - j) % 2 == 0:
                block = np.diag(A @ (edge[i] * edge[j]))
            else:
                block = np.outer(edge[j], edge[i]) * A
            g[i*W:(i+1)*W, j*W:(j+1)*W] = block
    z = E - eps
    is_open = np.abs(z) < 2
    gamma = np.sqrt(np.maximum(4 - z**2, 0))
    decay = np.sqrt(np.maximum(z**2 - 4, 0))
    sigma = np.where(is_open, (z - 1j*gamma) / 2, (z - np.sign(z)*decay) / 2)
    sigma4, root4 = np.tile(sigma, 4), np.sqrt(np.tile(gamma, 4))
    G = np.linalg.solve(np.eye(4 * W) - g * sigma4[None, :], g)
    s = 1j * root4[:, None] * G * root4[None, :]
    s -= np.diag(np.tile(is_open, 4).astype(float))
    prob = (np.abs(s)**2).reshape(4, W, 4, W).sum(axis=(1, 3))
    return prob, int(is_open.sum())


def direct_probabilities(W, E):
    """Transmissions by real-space inversion with decimated lead surfaces."""
    chain = -np.eye(W, k=1) - np.eye(W, k=-1)
    one = np.eye(W)
    z = (E + 1e-9j) * one
    surface, bulk = chain.astype(complex), chain.astype(complex)
    a, b = -one.astype(complex), -one.astype(complex)
    for _ in range(45):
        gi = np.linalg.inv(z - bulk)
        surface = surface + a @ gi @ b
        bulk = bulk + a @ gi @ b + b @ gi @ a
        a, b = a @ gi @ a, b @ gi @ b
    sigma = np.linalg.inv(z - surface)
    gamma = 1j * (sigma - sigma.conj().T)
    site = np.arange(W * W).reshape(W, W)          # site[x, y]
    sides = [site[0, :], site[:, -1], site[-1, :], site[:, 0]]
    M = E * np.eye(W * W) - np.kron(chain, one) - np.kron(one, chain)
    M = M.astype(complex)
    for side in sides:
        M[np.ix_(side, side)] -= sigma
    G = np.linalg.inv(M)
    T = np.zeros((4, 4))
    for i, j in itertools.permutations(range(4), 2):
        Gij = G[np.ix_(sides[i], sides[j])]
        T[i, j] = np.trace(gamma @ Gij @ gamma @ Gij.conj().T).real
    return T


def off_diagonal(T):
    return T - np.diag(np.diag(T))


def contact_voltages(T):
    """Voltages (mean zero) for unit current 1 -> 2, in units of 1/G0."""
    T = off_diagonal(T)
    K = np.diag(T.sum(axis=1)) - T
    current = np.array([1.0, -1.0, 0.0, 0.0])
    V = np.linalg.pinv(K) @ current
    assert np.allclose(K @ V, current, atol=1e-8)
    return V


def reservoir_heat(T, V):
    return 0.5 * (off_diagonal(T) * (V[:, None] - V[None, :])**2).sum(axis=1)


def bend(F, S):
    return (S - F) / (4 * S * (F + S))


def ray_fraction(E):
    return 2 * np.arccos(-E / 4) / np.arccos(-E / 2 - 1) - 1


def averaged(W, E):
    """F, S and N averaged over six energies in a window of width 0.08 t."""
    rows = []
    for energy in E + np.linspace(-0.04, 0.04, 6):
        T, N = cross_probabilities(W, energy)
        rows.append([T[0, 2], T[0, 1], N])
    return np.mean(rows, axis=0)


def ohmic_bend(n):
    """Bend resistance / sheet resistance of a resistor cross, arms 2n long."""
    size = 5 * n
    mask = np.zeros((size, size), bool)
    mask[2*n:3*n, :] = True
    mask[:, 2*n:3*n] = True
    index = -np.ones((size, size), int)
    index[mask] = np.arange(mask.sum())
    pairs = []
    for p, q in ((index[:-1, :], index[1:, :]), (index[:, :-1], index[:, 1:])):
        ok = (p >= 0) & (q >= 0)
        pairs.append(np.array([p[ok], q[ok]]))
    p, q = np.hstack(pairs)
    total = mask.sum()
    adj = coo_matrix((np.ones(len(p)), (p, q)), shape=(total, total))
    adj = (adj + adj.T).tocsr()
    lap = (diags(np.asarray(adj.sum(axis=1)).ravel()) - adj).tocsc()
    mid = slice(2*n, 3*n)
    west, north = index[0, mid], index[mid, -1]
    east, south = index[-1, mid], index[mid, 0]
    source = np.zeros(total)
    source[west], source[north] = 1 / n, -1 / n
    V = np.zeros(total)
    V[1:] = spsolve(lap[1:, 1:], source[1:])
    return V[south].mean() - V[east].mean()


# Mode calculation against real-space inversion, and the one-site-wide cross
T_small, _ = cross_probabilities(6, -1.3)
direct_error = np.abs(off_diagonal(T_small) - direct_probabilities(6, -1.3)).max()
assert direct_error < 1e-5
T_one, _ = cross_probabilities(1, -1.0)
sin2 = 1 - 0.5**2                                  # E = -2 cos k = -1
assert np.allclose(off_diagonal(T_one)[~np.eye(4, dtype=bool)],
                   sin2 / (1 + 3 * sin2), atol=1e-10)
one_site_bend = contact_voltages(T_one)[3] - contact_voltages(T_one)[2]
assert abs(one_site_bend) < 1e-9

# Worked example
W, E, current = 100, -3.4, 10e-9
T, N = cross_probabilities(W, E)
assert np.allclose(T.sum(axis=0), N, atol=1e-6)
assert np.allclose(T.sum(axis=1), N, atol=1e-6)
F, S, reflection = T[0, 2], T[0, 1], T[0, 0]
for i in range(4):
    assert abs(T[i, (i + 2) % 4] - F) < 1e-6
    assert abs(T[i, (i + 1) % 4] - S) < 1e-6
    assert abs(T[i, (i + 3) % 4] - S) < 1e-6
V = contact_voltages(T)
R_bend, R_two = (V[3] - V[2]) / G0, (V[0] - V[1]) / G0
assert np.isclose(R_bend * G0, bend(F, S), rtol=1e-6)
assert np.isclose(R_two * G0, (F + 3*S) / (4*S*(F + S)), rtol=1e-6)
assert np.isclose(V[2] / V[0], (F - S) / (F + 3*S), rtol=1e-6)
assert F > S and R_bend < 0 < R_two

# Heat in each reservoir from an energy integral over computed transmissions
mu = 1e-4 * V / (V[0] - V[1])
nodes, weights = np.polynomial.legendre.leggauss(3)
heat_integral = np.zeros(4)
levels = np.sort(mu)
for low, high in zip(levels[:-1], levels[1:]):
    for node, weight in zip(nodes, weights):
        x = (low + high) / 2 + node * (high - low) / 2
        Tx = off_diagonal(cross_probabilities(W, E + x)[0])
        filled = (x < mu).astype(float)
        flow = (Tx * (filled[None, :] - filled[:, None])).sum(axis=1)
        heat_integral += weight * (high - low) / 2 * (x - mu) * flow
heat_formula = reservoir_heat(T, mu)
# tolerance: transmissions vary slightly across the finite bias window
assert np.abs(heat_integral - heat_formula).max() < 0.02 * heat_formula.sum()
heat = reservoir_heat(T, V) * current**2 / G0
power = current**2 * R_two
assert np.isclose(heat.sum(), power, rtol=1e-6) and heat.min() > 0

# Positivity and probe bound for random, generally nonreciprocal conductors
rng = np.random.default_rng(4)
permutations = [np.eye(4)[list(p)] for p in itertools.permutations(range(4))]
negative_random = 0
trials = 300
for _ in range(trials):
    Tr = sum(rng.random()**6 * P for P in permutations)
    Vr = contact_voltages(Tr)
    assert Vr[0] > Vr[1]
    assert np.isclose(reservoir_heat(Tr, Vr).sum(), Vr[0] - Vr[1], rtol=1e-7)
    assert Vr[1] - 1e-9 <= min(Vr[2:]) and max(Vr[2:]) <= Vr[0] + 1e-9
    negative_random += Vr[3] < Vr[2]

# Ray limit: trace rays through the square, then compare with wide crosses
y = (np.arange(1000) + 0.5) / 1000
for energy in (-3.4, -2.0, -0.4):
    kF = np.arccos(-energy / 2 - 1)
    ky = (np.arange(1000) + 0.5) / 1000 * kF
    kx = np.arccos(-energy / 2 - np.cos(ky))
    time_east = 1 / np.sin(kx)
    time_north = (1 - y[:, None]) / np.sin(ky)[None, :]
    traced = (time_east[None, :] < time_north).mean()
    assert abs(traced - ray_fraction(energy)) < 0.003
E_zero = brentq(lambda x: ray_fraction(x) - 1/3, -3.5, -0.5)
assert abs(E_zero + 2) < 1e-9
assert abs(ray_fraction(-3.9999) - (np.sqrt(2) - 1)) < 1e-4

size_rows = [(w, *averaged(w, E)) for w in (30, 60, 120)]
fill_rows = [(x, *averaged(120, x)) for x in (-3.0, -2.0, -1.2, -0.4)]
fill_rows.insert(0, (E, *size_rows[-1][1:]))
for energy, f, s, n in fill_rows:
    # tolerance: diffraction and mode discreteness at finite width
    assert abs(f / n - ray_fraction(energy)) < 0.05
    if energy < -2.5:
        assert bend(f, s) < 0
    if energy > -1.5:
        assert bend(f, s) > 0

scan = np.linspace(-3.6, -3.2, 40)
scan_bend = []
for energy in scan:
    Ts, _ = cross_probabilities(W, energy)
    scan_bend.append(bend(Ts[0, 2], Ts[0, 1]) / G0)
scan_bend = np.array(scan_bend)

# Ohmic sheet: long arms act as point contacts at the boundary
ohmic = ohmic_bend(48)
assert abs(ohmic - np.log(2) / np.pi) < 0.005      # corner discretization error

print(f"Resistance quantum 1/G0 = {1/G0:.3f} ohm")
print(f"Largest mode/direct transmission difference, W=6: {direct_error:.1e}")
print(f"One-site cross, E=-1 t: each transmission = {T_one[0, 1]:.6f}")
print(f"One-site cross: |G0 R_B| below 1e-9: {abs(one_site_bend) < 1e-9}")
print(f"Example: W = {W} sites, E = {E} t, I = {current*1e9:.0f} nA")
print(f"Open modes N = {N}")
print(f"Straight transmission F = {F:.4f}")
print(f"Side transmission S = {S:.4f}")
print(f"Reflection = {reflection:.4f}")
print(f"Sum F + 2S + reflection = {F + 2*S + reflection:.4f}")
print(f"Probe ratio u/v = {V[2]/V[0]:.5f}")
print(f"G0 R_B = {R_bend*G0:.6f}")
print(f"G0 R_12,12 = {R_two*G0:.6f}")
print(f"Bend resistance R_B = {R_bend:.2f} ohm")
print(f"Two-terminal resistance R_12,12 = {R_two:.2f} ohm")
for i in range(4):
    print(f"Contact {i+1}: V = {V[i]*current/G0*1e6:.4f} uV, "
          f"heat = {heat[i]*1e15:.4f} fW")
print(f"V4 - V3 = {R_bend*current*1e6:.4f} uV")
print(f"Total dissipation P = {power*1e15:.4f} fW")
print(f"I^2 R_B (not a power) = {current**2*R_bend*1e15:.4f} fW")
print(f"Heat integral / heat formula, total = "
      f"{heat_integral.sum()/heat_formula.sum():.5f}")
print(f"Random conductors with negative R_12,43: {negative_random} of {trials}")
print(f"Scan {scan[0]:.1f} t to {scan[-1]:.1f} t, W={W}: R_B < 0 at "
      f"{(scan_bend < 0).sum()} of {len(scan)} energies")
print(f"Scan range of R_B: {scan_bend.min():.2f} to {scan_bend.max():.2f} ohm")
print(f"Ray limit F/N at E={E} t: {ray_fraction(E):.4f}")
print(f"Isotropic ray limit F/N = {np.sqrt(2)-1:.4f}")
print(f"Ray-limit sign change at E = {E_zero:.6f} t")
print("Averages over six energies in a window of width 0.08 t:")
for w, f, s, n in size_rows:
    print(f"W={w}, E={E} t: N={n:.2f}, F/N={f/n:.4f}, S/N={s/n:.4f}")
for energy, f, s, n in fill_rows:
    print(f"W=120, E={energy} t: F/N={f/n:.4f}, ray={ray_fraction(energy):.4f}, "
          f"N G0 R_B={n*bend(f, s):.4f}")
print(f"Ohmic cross R_B/R_sheet: network {ohmic:.5f}, "
      f"ln2/pi {np.log(2)/np.pi:.5f}")
print("finished without a failed check")
```

It prints:

```
Resistance quantum 1/G0 = 12906.404 ohm
Largest mode/direct transmission difference, W=6: 3.3e-10
One-site cross, E=-1 t: each transmission = 0.230769
One-site cross: |G0 R_B| below 1e-9: True
Example: W = 100 sites, E = -3.4 t, I = 10 nA
Open modes N = 25
Straight transmission F = 10.0106
Side transmission S = 7.4040
Reflection = 0.1814
Sum F + 2S + reflection = 25.0000
Probe ratio u/v = 0.08090
G0 R_B = -0.005054
G0 R_12,12 = 0.062477
Bend resistance R_B = -65.23 ohm
Two-terminal resistance R_12,12 = 806.35 ohm
Contact 1: V = 4.0318 uV, heat = 29.4229 fW
Contact 2: V = -4.0318 uV, heat = 29.4229 fW
Contact 3: V = 0.3262 uV, heat = 10.8948 fW
Contact 4: V = -0.3262 uV, heat = 10.8948 fW
V4 - V3 = -0.6523 uV
Total dissipation P = 80.6354 fW
I^2 R_B (not a power) = -6.5230 fW
Heat integral / heat formula, total = 1.00000
Random conductors with negative R_12,43: 148 of 300
Scan -3.6 t to -3.2 t, W=100: R_B < 0 at 40 of 40 energies
Scan range of R_B: -115.26 to -41.48 ohm
Ray limit F/N at E=-3.4 t: 0.3951
Isotropic ray limit F/N = 0.4142
Ray-limit sign change at E = -2.000000 t
Averages over six energies in a window of width 0.08 t:
W=30, E=-3.4 t: N=7.33, F/N=0.4090, S/N=0.2749
W=60, E=-3.4 t: N=14.83, F/N=0.4053, S/N=0.2889
W=120, E=-3.4 t: N=30.00, F/N=0.4008, S/N=0.2955
W=120, E=-3.4 t: F/N=0.4008, ray=0.3951, N G0 R_B=-0.1279
W=120, E=-3.0 t: F/N=0.3816, ray=0.3803, N G0 R_B=-0.0899
W=120, E=-2.0 t: F/N=0.3332, ray=0.3333, N G0 R_B=-0.0030
W=120, E=-1.2 t: F/N=0.2762, ray=0.2774, N G0 R_B=0.0915
W=120, E=-0.4 t: F/N=0.1759, ray=0.1774, N G0 R_B=0.2436
Ohmic cross R_B/R_sheet: network 0.22061, ln2/pi 0.22064
finished without a failed check
```
